# Choosing the singular-value threshold when separating photodiode dark currents: test program

```python
"""Separation of photodiode dark current by weighted non-negative least squares.

Result under test: with z(T) = n_i(T)/n_i(300 K), the dark current is
    I(T) = a_leak + a_gen*z + a_diff*z**2,   all amplitudes >= 0 (nA at 300 K).
The singular values s of the noise-whitened design matrix, with its columns
multiplied by the required accuracies, show which amplitudes are resolved:
the combination of scaled amplitudes along a right singular vector has
standard deviation 1/s. Temperatures are in K, energies in eV, currents in nA.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, nnls
from scipy.stats import norm

K_B = const.k / const.e
T_REF = 300.0
NAMES = ("leakage", "generation", "diffusion")
TRUE = np.array([0.05, 10.0, 0.3])
GOAL = np.array([0.02, 1.0, 0.1])
REL_NOISE, FLOOR = 0.01, 0.001
N_POINTS, N_RUNS = 16, 4000
# Rough germanium-on-silicon device parameters (lengths in cm, densities cm^-3)
BIAS, WIDTH, AREA = 1.0, 1.0e-4, 1.0e-6
NI_REF, DOPING, CONTACT, BACKGROUND = 2.0e13, 5.0e17, 0.2e-4, 1.0e15
TUNNEL_MASS, DIRECT_GAP, DIRECT_MASS = 0.1, 0.8, 0.02
BREAKDOWN_FIELD, PERMITTIVITY, HOLE_MASS = 0.1, 16.0, 0.34
THERMAL_RES, SERIES_RES = 1.0e4, 100.0


def gap(temp):
    return 0.742 - 4.8e-4 * temp**2 / (temp + 235.0)


def density_ratio(temp, gap_shift=0.0):
    exponent = -(gap(temp) + gap_shift) / (2 * K_B * temp)
    exponent += (gap(T_REF) + gap_shift) / (2 * K_B * T_REF)
    return (temp / T_REF)**1.5 * np.exp(exponent)


def powers(z):
    return np.vander(z, 3, increasing=True)


def setup(temps):
    basis = powers(density_ratio(temps))
    current = basis @ TRUE
    sigma = np.hypot(REL_NOISE * current, FLOOR)
    return basis / sigma[:, None], current, sigma


def fit_nonnegative(matrix, data):
    """Best feasible least-squares solution over all supports, row by row."""
    data = np.atleast_2d(data)
    scale = np.linalg.norm(matrix, axis=0)
    unit = matrix / scale
    n_col = matrix.shape[1]
    best = np.zeros((len(data), n_col))
    best_chi2 = np.sum(data**2, axis=1)
    for size in range(1, n_col + 1):
        for support in combinations(range(n_col), size):
            part = unit[:, support]
            trial = data @ np.linalg.pinv(part).T
            chi2 = np.sum((data - trial @ part.T)**2, axis=1)
            better = (trial >= 0).all(axis=1) & (chi2 < best_chi2)
            full = np.zeros_like(best)
            full[:, support] = trial
            best[better] = full[better]
            best_chi2[better] = chi2[better]
    return best / scale, best_chi2


def diagnose(matrix):
    _, s, vt = np.linalg.svd(matrix * GOAL, full_matrices=False)
    cov = (vt.T / s**2) @ vt * np.outer(GOAL, GOAL)
    sd = np.sqrt(np.diag(cov))
    vif = np.sum(matrix**2, axis=0) * np.diag(cov)
    return s, vt, cov, sd, vif


def support_interval(matrix, data, index, sd):
    """Amplitudes whose minimised chi-square is within 4 of the minimum."""
    best, chi_min = fit_nonnegative(matrix, data)
    others = np.delete(matrix, index, axis=1)

    def excess(value):
        rest = data - matrix[:, index] * value
        return fit_nonnegative(others, rest)[1][0] - chi_min[0] - 4.0

    centre = best[0, index]
    low = 0.0 if excess(0.0) <= 0 else brentq(excess, 0.0, centre)
    return low, brentq(excess, centre, centre + 20 * sd)


def triple(values, fmt=".4g"):
    return ", ".join(format(float(v), fmt) for v in values)


# --- Physical origin of the powers of n_i ---
capture_n, capture_p, traps, offset = 2.0, 0.7, 3.0, 0.8
emit_n = capture_n * np.exp(offset)
emit_p = capture_p * np.exp(-offset)
filled = brentq(lambda f: emit_p * (1 - f) - emit_n * f, 0, 1)
tau_n, tau_p = 1 / (capture_n * traps), 1 / (capture_p * traps)
rate = 1 / (tau_p * np.exp(offset) + tau_n * np.exp(-offset))
assert abs(traps * emit_n * filled / rate - 1) < 1e-9

# Minority carriers in a short contact: finite differences with recombination
n_grid, ratio = 400, 0.02
step = 1 / n_grid
lap = (np.diag(-2 - (ratio * step)**2 * np.ones(n_grid - 1))
       + np.diag(np.ones(n_grid - 2), 1) + np.diag(np.ones(n_grid - 2), -1))
source = -(ratio * step)**2 * np.ones(n_grid - 1)
source[-1] -= 1.0
profile = np.linalg.solve(lap, source)
assert abs(profile[0] / step - 1) < 1e-3


def built_in(temp):
    ni = NI_REF * density_ratio(temp)
    return 2 * K_B * temp * np.log(DOPING / ni)


def active_fraction(temp):
    """Shockley-Read-Hall generation integrated over a uniform-field layer."""
    kt, total = K_B * temp, BIAS + built_in(temp)

    def local(psi):
        carriers = np.exp(-BIAS / (2 * kt)) * np.cosh(psi / kt)
        return (1 - np.exp(-BIAS / kt)) / (1 + carriers)

    return 2 * quad(local, 0, total / 2, points=[BIAS / 2])[0] / total


for temp in (230.0, 300.0, 380.0):
    simple = (BIAS + 2 * K_B * temp * np.log(2)) / (BIAS + built_in(temp))
    assert abs(active_fraction(temp) / simple - 1) < 0.01

lifetime = (const.e * AREA * NI_REF * WIDTH * active_fraction(T_REF)
            / (TRUE[1] * 1e-9))
diffusivity = (TRUE[2] * 1e-9 * DOPING * CONTACT
               / (const.e * AREA * NI_REF**2))
print("True leakage, generation, diffusion at 300 K (nA):", triple(TRUE))
print("Required accuracies, same order (nA):", triple(GOAL))
print(f"Noise: {100*REL_NOISE:.1f} % and {1000*FLOOR:.1f} pA; "
      f"{N_POINTS} temperatures per window")
print(f"Reverse bias {BIAS:.1f} V, layer {WIDTH*1e4:.1f} um, "
      f"area {AREA*1e8:.0f} um2")
print(f"Rough n_i(300 K) {NI_REF:.1e}, contact doping {DOPING:.1e} cm^-3")
print(f"Germanium gap at 300 K: {gap(T_REF):.4f} eV")
print(f"Implied lifetime sum: {lifetime*1e9:.1f} ns")
print(f"Implied diffusivity, {CONTACT*1e4:.1f} um contact: "
      f"{diffusivity:.1f} cm2/s")

# --- Three measurement windows ---
rng = np.random.default_rng(20)
windows = {"wide": (230, 380), "hot": (320, 380), "narrow": (290, 310)}
store = {}
for label, limits in windows.items():
    temps = np.linspace(*limits, N_POINTS)
    matrix, current, sigma = setup(temps)
    s, vt, cov, sd, vif = diagnose(matrix)
    data = current / sigma + rng.standard_normal(N_POINTS)
    fit, chi2 = fit_nonnegative(matrix, data)
    runs = current / sigma + rng.standard_normal((N_RUNS, N_POINTS))
    free = (runs @ np.linalg.pinv(matrix * GOAL).T) * GOAL
    bounded, run_chi2 = fit_nonnegative(matrix, runs)
    # Covariance and weakest direction against the scatter of many fits
    assert np.max(np.abs(free.std(axis=0) / sd - 1)) < 0.06
    assert abs((free / GOAL @ vt[2]).std() * s[2] - 1) < 0.06
    # Subset search against an active-set solver and optimality conditions
    for row in range(150):
        other = nnls(matrix * GOAL, runs[row])[0]
        assert np.max(np.abs(other - bounded[row] / GOAL)) < 1e-5
    slope = (runs - bounded @ matrix.T) @ (matrix * GOAL)
    assert np.max(slope) < 1e-6
    assert np.max(np.abs(slope[bounded > 0])) < 1e-6
    store[label] = dict(temps=temps, A=matrix, I=current, sigma=sigma, s=s,
                        cov=cov, sd=sd, data=data, fit=fit[0], free=free,
                        bounded=bounded, chi2=run_chi2, runs=runs)
    resolved = [n for n, ok in zip(NAMES, sd <= GOAL) if ok]
    store[label]["resolved"] = resolved
    weak = vt[2] * np.sign(vt[2, np.argmax(np.abs(vt[2]))])
    z_ends = density_ratio(temps[[0, -1]])
    print(f"[{label}] {limits[0]}-{limits[1]} K, z from {z_ends[0]:.4g} "
          f"to {z_ends[1]:.4g}; I from {current[0]:.4g} to "
          f"{current[-1]:.4g} nA")
    print(f"[{label}] scaled singular values:", triple(s))
    print(f"[{label}] weakest direction:", triple(weak, ".4f"))
    print(f"[{label}] standard deviations (nA):", triple(sd))
    print(f"[{label}] variance inflation factors:", triple(vif))
    print(f"[{label}] NNLS fit (nA):", triple(fit[0]),
          f"; chi2 {chi2[0]:.2f}")
    print(f"[{label}] resolved:", ", ".join(resolved))

wide, hot, narrow = (store[name] for name in windows)
assert wide["resolved"] == list(NAMES) and wide["s"][2] > 1
assert hot["resolved"] == ["generation", "diffusion"]
assert narrow["resolved"] == ["generation"]
assert abs(wide["chi2"].mean() - (N_POINTS - 3)) < 0.4

# --- Rank: sum over temperature triples against singular values ---
z_wide = density_ratio(wide["temps"])
total = 0.0
for i, j, k in combinations(range(N_POINTS), 3):
    product = ((z_wide[j] - z_wide[i]) * (z_wide[k] - z_wide[i])
               * (z_wide[k] - z_wide[j]))
    total += (product / np.prod(wide["sigma"][[i, j, k]]))**2
plain_s = np.linalg.svd(wide["A"], compute_uv=False)
assert abs(np.prod(plain_s)**2 / total - 1) < 1e-7
two_temps = setup(np.repeat([280.0, 320.0], 8))[0]
two_s = np.linalg.svd(two_temps, compute_uv=False)
assert two_s[2] / two_s[0] < 1e-12

# --- Weighting ---
raw_inverse = np.linalg.pinv(powers(z_wide))
unweighted_sd = np.sqrt((raw_inverse**2) @ wide["sigma"]**2)
assert np.all(unweighted_sd > wide["sd"])
measured = wide["data"] * wide["sigma"]
model = measured.copy()
for _ in range(8):
    errors = np.hypot(REL_NOISE * model, FLOOR)
    refit = fit_nonnegative(powers(z_wide) / errors[:, None],
                            measured / errors)[0][0]
    model = powers(z_wide) @ refit
weight_shift = np.max(np.abs(refit - wide["fit"]) / wide["sd"])
assert weight_shift < 0.2
print("[wide] unweighted standard deviations (nA):", triple(unweighted_sd))
print(f"[wide] largest shift from iterated weights: {weight_shift:.3f} sd")

# --- Narrow-window law ---
half, many = 0.1, 2001
uniform = powers(np.linspace(1 - half, 1 + half, many))
numeric = np.linalg.norm(np.linalg.pinv(uniform)[2])
assert abs(numeric * half**2 / np.sqrt(45 / (4 * many)) - 1) < 0.01
smaller = powers(np.linspace(1 - half / 2, 1 + half / 2, many))
s_ratio = (np.linalg.svd(uniform, compute_uv=False)[2]
           / np.linalg.svd(smaller, compute_uv=False)[2])
assert abs(s_ratio - 4) < 0.1
z_half = np.ptp(density_ratio(narrow["temps"])) / 2
mid_sigma = np.hypot(REL_NOISE * TRUE.sum(), FLOOR)
law_sd = mid_sigma * np.sqrt(45 / (4 * N_POINTS)) / z_half**2
assert 0.5 < law_sd / narrow["sd"][2] < 2


def diffusion_margin(half_width):
    grid = np.linspace(T_REF - half_width, T_REF + half_width, N_POINTS)
    return diagnose(setup(grid)[0])[3][2] - GOAL[2]


needed = brentq(diffusion_margin, 5.0, 50.0)
print(f"Smallest singular value ratio on halving window: {s_ratio:.3f}")
print(f"[narrow] half-width in z {z_half:.3f}; "
      f"law for diffusion sd: {law_sd:.3f} nA")
print(f"Half-width around 300 K that resolves diffusion: {needed:.1f} K")

# --- What the non-negativity constraint does to a weak component ---
sd_leak = hot["sd"][0]
signal = TRUE[0] / sd_leak
zero_law = norm.cdf(-signal)
mean_law = TRUE[0] * norm.cdf(signal) + sd_leak * norm.pdf(signal)
zero_seen = np.mean(hot["bounded"][:, 0] == 0)
mean_seen = hot["bounded"][:, 0].mean()
assert np.all(hot["bounded"][:, 1:] > 0)
assert abs(zero_seen - zero_law) < 0.03
assert abs(mean_seen - mean_law) < 0.05 * sd_leak
negative = hot["free"][:, 0] < 0
moved = hot["free"][negative] - np.outer(
    hot["free"][negative, 0], hot["cov"][:, 0] / hot["cov"][0, 0])
assert np.max(np.abs(moved - hot["bounded"][negative])) < 1e-6
print(f"[hot] leakage set to zero: law {zero_law:.3f}, "
      f"{N_RUNS} runs {zero_seen:.3f}")
print(f"[hot] mean leakage estimate: law {mean_law:.3f}, "
      f"runs {mean_seen:.3f} nA")

for index in range(3):
    low, high = support_interval(wide["A"], wide["data"], index,
                                 wide["sd"][index])
    expected = wide["fit"][index] + np.array([-2, 2]) * wide["sd"][index]
    gap_ends = np.abs(np.array([low, high]) - expected)
    assert np.max(gap_ends) < 1e-4 * wide["sd"][index]
for label in ("hot", "narrow"):
    item = store[label]
    ends = [support_interval(item["A"], item["data"], j, item["sd"][j])
            for j in range(3)]
    text = "; ".join(f"{a:.4g} to {b:.4g}" for a, b in ends)
    print(f"[{label}] chi2-rise-4 intervals (nA): {text}")


# --- Neglected physics: altered currents refitted by the simple model ---
def field(temp):
    return (BIAS + built_in(temp)) / (WIDTH * 1e-2)


def tunnelling_gain(temp):
    """Field enhancement of midgap generation through a triangular barrier."""
    depth = gap(temp) / 2
    barrier = (4 / 3) * np.sqrt(2 * TUNNEL_MASS * const.m_e
                                * (depth * const.e)**3)
    barrier /= const.e * const.hbar * field(temp)
    reduced = depth / (K_B * temp)
    return reduced * quad(lambda u: np.exp(reduced * u - barrier * u**1.5),
                          0, 1, points=[0.05, 0.2])[0]


temps = wide["temps"]
parts = powers(z_wide) * TRUE
fraction = np.array([active_fraction(t) for t in temps])
gain = np.array([tunnelling_gain(t) for t in temps])
gain_ref = tunnelling_gain(T_REF)
trap = 0.05
trap_factor = np.cosh(trap / (K_B * T_REF)) / np.cosh(trap / (K_B * temps))
leak_factor = np.exp(-0.02 / K_B * (1 / temps - 1 / T_REF))
one = np.ones_like(temps)
cases = {
    "active width": parts @ [1, 0, 1]
    + parts[:, 1] * fraction / active_fraction(T_REF),
    "trap tunnelling": parts @ [1, 0, 1]
    + parts[:, 1] * (1 + gain) / (1 + gain_ref),
    "trap 50 meV off midgap": parts @ [1, 0, 1] + parts[:, 1] * trap_factor,
    "diffusivity as 1/T": parts @ [1, 1, 0] + parts[:, 2] * T_REF / temps,
    "gap 20 meV smaller": powers(density_ratio(temps, -0.02)) @ TRUE,
    "thermometer 0.5 K low": powers(density_ratio(temps + 0.5)) @ TRUE,
    "leakage activated 20 meV": parts @ [0, 1, 1]
    + parts[:, 0] * leak_factor * one,
}
print("Neglected effects, wide window: shifts of leakage, generation,")
print("diffusion (%), then chi2 of the noise-free misfit")
for label, altered in cases.items():
    shifted, misfit = fit_nonnegative(wide["A"], altered / wide["sigma"])
    change = 100 * (shifted[0] / TRUE - 1)
    print(f"  {label}: {triple(change, '.2f')}; {misfit[0]:.2f}")

# Added chi-square predicts the mean over noisy data
signal_row = cases["thermometer 0.5 K low"] / wide["sigma"]
projector = np.eye(N_POINTS) - wide["A"] @ np.linalg.pinv(wide["A"])
added = np.sum((projector @ signal_row)**2)
noisy = signal_row + rng.standard_normal((N_RUNS, N_POINTS))
mean_chi2 = np.sum((noisy @ projector)**2, axis=1).mean()
spread = np.sqrt((2 * (N_POINTS - 3) + 4 * added) / N_RUNS)
assert abs(mean_chi2 - (N_POINTS - 3) - added) < 5 * spread

field_mv = field(T_REF) * 1e-8
band_exponent = (np.pi * np.sqrt(DIRECT_MASS * const.m_e)
                 * (DIRECT_GAP * const.e)**1.5
                 / (2 * np.sqrt(2) * const.e * const.hbar * field(T_REF)))
depletion = np.sqrt(2 * PERMITTIVITY * const.epsilon_0 * 1e-2
                    * (BIAS + built_in(380.0)) / (const.e * BACKGROUND))
assert depletion > WIDTH
valence = 2 * (HOLE_MASS * const.m_e * const.k * T_REF
               / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
degeneracy = DOPING / (np.sqrt(8) * valence)
hot_current = wide["I"][-1] * 1e-9
print(f"Field {field_mv:.4f} MV/cm; rough breakdown "
      f"{BREAKDOWN_FIELD:.1f} MV/cm")
print(f"Tunnelling gain at 230, 300, 380 K: {gain[0]:.3f}, "
      f"{gain_ref:.3f}, {gain[-1]:.3f}")
print(f"Band-to-band tunnelling exponent: -{band_exponent:.0f}")
print(f"Available depletion width at 380 K: {depletion*1e4:.2f} um")
print(f"Degeneracy correction in contact: {100*degeneracy:.1f} %")
print(f"At 380 K: self-heating {hot_current*BIAS*THERMAL_RES*1e3:.2f} mK, "
      f"series drop {hot_current*SERIES_RES*1e3:.3f} mV")
print("verified")
```

Printed output:

```
True leakage, generation, diffusion at 300 K (nA): 0.05, 10, 0.3
Required accuracies, same order (nA): 0.02, 1, 0.1
Noise: 1.0 % and 1.0 pA; 16 temperatures per window
Reverse bias 1.0 V, layer 1.0 um, area 100 um2
Rough n_i(300 K) 2.0e+13, contact doping 5.0e+17 cm^-3
Germanium gap at 300 K: 0.6613 eV
Implied lifetime sum: 21.8 ns
Implied diffusivity, 0.2 um contact: 46.8 cm2/s
[wide] 230-380 K, z from 0.007081 to 34.29; I from 0.1208 to 695.8 nA
[wide] scaled singular values: 37.54, 21.86, 13.61
[wide] weakest direction: 0.9032, -0.3341, 0.2695
[wide] standard deviations (nA): 0.00138, 0.03884, 0.004396
[wide] variance inflation factors: 1.234, 1.64, 1.403
[wide] NNLS fit (nA): 0.05095, 9.999, 0.2934 ; chi2 7.55
[wide] resolved: leakage, generation, diffusion
[hot] 320-380 K, z from 2.823 to 34.29; I from 30.67 to 695.8 nA
[hot] scaled singular values: 47.21, 15.32, 0.03569
[hot] weakest direction: 1.0000, -0.0053, 0.0020
[hot] standard deviations (nA): 0.5604, 0.157, 0.006962
[hot] variance inflation factors: 9.813, 22.03, 7.609
[hot] NNLS fit (nA): 0, 10.08, 0.2967 ; chi2 13.09
[hot] resolved: generation, diffusion
[narrow] 290-310 K, z from 0.5661 to 1.707; I from 5.807 to 17.99 nA
[narrow] scaled singular values: 38.8, 1.364, 0.07961
[narrow] weakest direction: 0.9800, -0.0413, 0.1944
[narrow] standard deviations (nA): 0.2462, 0.5247, 0.2545
[narrow] variance inflation factors: 115.3, 409.8, 117.1
[narrow] NNLS fit (nA): 0, 9.995, 0.3419 ; chi2 12.77
[narrow] resolved: generation
[wide] unweighted standard deviations (nA): 0.3018, 0.2617, 0.01179
[wide] largest shift from iterated weights: 0.004 sd
Smallest singular value ratio on halving window: 4.001
[narrow] half-width in z 0.570; law for diffusion sd: 0.267 nA
Half-width around 300 K that resolves diffusion: 16.0 K
[hot] leakage set to zero: law 0.464, 4000 runs 0.461
[hot] mean leakage estimate: law 0.249, runs 0.247 nA
[hot] chi2-rise-4 intervals (nA): 0 to 0.6364; 9.892 to 10.19; 0.2884 to 0.3062
[narrow] chi2-rise-4 intervals (nA): 0 to 0.4232; 9.091 to 10.16; 0.1932 to 0.7827
Neglected effects, wide window: shifts of leakage, generation,
diffusion (%), then chi2 of the noise-free misfit
  active width: -11.07, -0.66, 11.03; 22.71
  trap tunnelling: 23.08, 1.18, -12.67; 58.42
  trap 50 meV off midgap: -88.86, -5.14, 73.59; 1312.29
  diffusivity as 1/T: -2.06, 0.73, -19.67; 4.18
  gap 20 meV smaller: 22.94, 1.76, -27.74; 49.18
  thermometer 0.5 K low: 3.38, 3.04, 1.93; 0.98
  leakage activated 20 meV: -20.06, 0.26, -0.49; 0.68
Field 0.0152 MV/cm; rough breakdown 0.1 MV/cm
Tunnelling gain at 230, 300, 380 K: 0.503, 0.344, 0.246
Band-to-band tunnelling exponent: -267
Available depletion width at 380 K: 1.59 um
Degeneracy correction in contact: 3.6 %
At 380 K: self-heating 6.96 mK, series drop 0.070 mV
verified
```
